# Why kinetic balance can pollute the Dirac gap and atomic balance cannot

Q: I compute a one-electron heavy ion with the Dirac equation in a finite basis. My lower-component functions are $\sigma\cdot p$ applied to the upper ones. Does that guarantee that every level I find in the gap is real?

A: No, not for an attractive Coulomb potential. Let me fix the setting first. In Hartree atomic units,

$$H=\begin{pmatrix}c^2+V & c\,\sigma\cdot p\\ c\,\sigma\cdot p & -c^2+V\end{pmatrix},\qquad V=-\frac Zr,\qquad 0<Z<\tfrac{\sqrt3}{2}c .$$

Energies include the rest energy, so the gap is $(-c^2,c^2)$ and the bound states lie inside it. The condition on $Z$ makes $H$ self-adjoint on spinors with square-integrable first derivatives.

A balanced basis contains the vectors $(\varphi_i,0)$ and $(0,L\varphi_i)$, with independent coefficients. Kinetic balance takes $L=\sigma\cdot p$. We diagonalize $H$ in a growing sequence of such spaces whose union is a core of $H$, meaning that it approximates every state in the domain together with $H$ acting on it. A level is spurious if it is a limit of matrix eigenvalues but is not in the spectrum of $H$. With kinetic balance, such sequences exist for every number in the gap that is not a true eigenvalue.

Q: Kinetic balance gives the right nonrelativistic kinetic energy. Where does it go wrong?

A: It rests on $V$ being small compared with $2c^2$. Near a point nucleus that fails, and a strongly contracted function lives there. Take a normalized $\varphi$ and define

$$a=\langle\varphi,r^{-1}\varphi\rangle,\qquad b=\|\sigma\cdot p\,\varphi\|,\qquad d=\frac{\langle\sigma\cdot p\,\varphi,\,r^{-1}\sigma\cdot p\,\varphi\rangle}{b^2}.$$

Now contract: $\varphi_\delta(x)=\delta^{-3/2}\varphi(x/\delta)$. All three quantities are inverse lengths and are multiplied by $1/\delta$. In the two normalized vectors built from $\varphi_\delta$ and $\sigma\cdot p\,\varphi_\delta$, the matrix of $H$ is

$$\begin{pmatrix}c^2-Za/\delta & cb/\delta\\ cb/\delta & -c^2-Zd/\delta\end{pmatrix}.$$

The potential and the kinetic coupling grow at the same rate, so neither wins by contraction alone. Setting the determinant of this matrix minus $\lambda$ to zero and multiplying by $\delta^2$ gives

$$\big[Za-\delta(c^2-\lambda)\big]\big[Zd+\delta(c^2+\lambda)\big]=c^2b^2. \tag{1}$$

For a level to stay finite as $\delta\to0$ with a fixed shape, the leading terms must cancel:

$$\frac{ad}{b^2}=\Big(\frac cZ\Big)^2. \tag{2}$$

If (2) holds, the terms of first order in $\delta$ in (1) leave $a(c^2+\lambda)-d(c^2-\lambda)=0$, so

$$\lambda\to c^2\,\frac{d-a}{d+a}. \tag{3}$$

This lies inside the gap and has nothing to do with the ion's spectrum. The other level is the trace minus $\lambda$, about $-Z(a+d)/\delta$, and falls to $-\infty$.

Q: Can a decent function satisfy (2)? For ordinary $Z$ the right-hand side is large.

A: Yes, because $ad/b^2$ has no upper bound. Take $\varphi=f(r)\chi$ with a constant spinor $\chi$. Then $\sigma\cdot p\,\varphi=-if'(r)\,\sigma\cdot\hat r\,\chi$, and $\sigma\cdot\hat r$ preserves the length of $\chi$. Inserting the radial integrals, the normalization of $f$ cancels:

$$\frac{ad}{b^2}=\frac{\int f^2r\,dr\,\int f'^2r\,dr}{\left(\int f'^2r^2dr\right)^2}. \tag{4}$$

For $f=e^{-r^2}$ the integrals are $\tfrac14$, $\tfrac12$ and $3\sqrt\pi/(8\sqrt2)$, which gives 0.566. Now add a narrow piece with a fixed coefficient:

$$f=e^{-r^2}+t\,e^{-r^2/s^2},\qquad s\ll1 .$$

Substituting $r=sx$ in the narrow piece shows that it multiplies $\int f'^2r\,dr$ by $1+t^2$, but $\int f'^2r^2dr$ only by $1+t^2s$. The cross terms are of order $ts^2$ and $ts^3$, and $\int f^2r\,dr$ changes by terms of order $ts^2$ and $t^2s^2$. Hence

$$\frac{ad}{b^2}\simeq0.566\,\frac{1+t^2}{(1+t^2s)^2}. \tag{5}$$

With $s=t^{-4}$ the corrections vanish as $t$ grows, and the ratio grows like $t^2$. The narrow piece costs little norm in the lower component but gives it a large Coulomb attraction.

Since $(c/Z)^2>4/3$ in our range of $Z$, the single Gaussian lies below the critical value, and a suitable contraction lies above it. By continuity (2) is met in between. At fixed $s$ the ratio has a maximum of about $0.14/s$, reached near $t^2=1/s$, so $s$ must be small enough for the given $Z$; $s=0.01$ serves only for $Z>36$. With such an $s$ the same argument works for the full equation (1): at small $\delta$, its left side minus its right side changes sign between $t=0$ and a $t$ at which $ad/b^2>(c/Z)^2$. For each chosen $\lambda$ in the gap there is therefore a $t(\delta)$ that puts a level of the block at $\lambda$.

Q: That is a two-function calculation. A real basis has many other functions. Won't they repair it?

A: A fixed set of them cannot, because the contracted functions become invisible to it. Let $W$ be a finite kinetically balanced space of smooth, rapidly decaying functions. Let $B$ be the two-dimensional contracted space, and $\psi_\delta\in B$ the normalized block eigenvector with level $\lambda$. It concentrates at the nucleus at fixed norm, so its overlap with any fixed square-integrable function tends to zero. For $\omega\in W$,

$$\langle\omega,(H-\lambda)\psi_\delta\rangle=\langle(H-\lambda)\omega,\psi_\delta\rangle\to0, \tag{6}$$

because $(H-\lambda)\omega$ is a fixed square-integrable function.

Let $\rho$ be the projection of $(H-\lambda)\psi_\delta$ on $W+B$. It is orthogonal to $B$, since $\psi_\delta$ solves the block problem. Write $\rho=\omega+\beta$ with $\omega\in W$ and $\beta\in B$. Then $\|\rho\|^2=\langle\rho,(H-\lambda)\psi_\delta\rangle=\langle\omega,(H-\lambda)\psi_\delta\rangle$. As $W$ and $B$ become orthogonal, $\|\omega\|$ is at most a constant times $\|\rho\|$, so (6) gives $\|\rho\|\to0$. A Hermitian matrix with a unit vector of residual $\|\rho\|$ has an eigenvalue within $\|\rho\|$ of $\lambda$. The full matrix therefore has an eigenvalue as near to $\lambda$ as we like.

Next, include $B$ in a larger $W$, add more ordinary functions, and repeat with a $\delta$ small enough for this new $W$. It may have to be very much smaller than the last one, because $(H-\lambda)\omega$ is large for the narrow functions that $W$ now contains. The spaces increase and their union can be made a core, yet an eigenvalue near $\lambda$ is present at every stage.

Q: What does this look like for an actual ion?

A: Take $Z=80$ with one electron and a point nucleus. This is the Dirac–Coulomb model; it omits nuclear size, recoil and radiative corrections. The exact ground level is $c^2\sqrt{1-(Z/c)^2}=15246.7$ hartree, or about 415 keV, and $c^2=18778.9$ hartree. Eight background Gaussians with kinetic balance give 15254.6 hartree. The error of 7.9 hartree is 0.2% of the binding energy $c^2-E$, and there is no level in the gap clearly below the ground state.

Condition (2) requires $ad/b^2=2.934$. With $s=0.01$ the critical coefficient is $t=2.1615$. Equation (5) confirms it to about 0.2%: $0.566\times5.672/(1.0467)^2=2.93$. At this $t$ and $\delta=1$ bohr, $a=1.598$ and $d=5.766$ bohr$^{-1}$, so (3) gives

$$\lambda\to18778.9\times\frac{5.766-1.598}{5.766+1.598}\simeq10630\ \text{hartree}.$$

The block at $\delta=10^{-6}$ bohr gives 10630 hartree too.

Now aim at the middle of the gap, $\lambda=0$, tune $t$ for each $\delta$, and add this one contracted function to the background. The full matrix has a single level in the gap below the ground state:

- $\delta=10^{-5}$ bohr: $-851$ hartree
- $\delta=10^{-6}$ bohr: $-102$ hartree
- $\delta=10^{-7}$ bohr: $-10.4$ hartree
- $\delta=10^{-8}$ bohr: $-1.04$ hartree

The approach to zero becomes linear in $\delta$, as perturbation theory suggests. The potential couples a smooth $\omega$ to $\varphi_\delta$ with strength of order $\delta^{-3/2}\delta^{2}=\delta^{1/2}$, and a second-order shift contains its square. Targets at $\pm c^2/2=\pm9389$ hartree are also reached at $\delta=10^{-7}$ bohr, to within 14 hartree.

These numbers belong to this background, whose largest exponent is $8\times10^5$ bohr$^{-2}$, and they move strongly when tighter functions are added. With twelve Gaussians of the same series (largest exponent $2\times10^8$ bohr$^{-2}$) and the same values of $t$, no false level appears at $\delta=10^{-5}$ bohr, and the other three lie at $-13567$, $-2012$ and $-208$ hartree. With fourteen, only $\delta=10^{-8}$ bohr leaves a level in the gap, at $-3236$ hartree. A tighter background demands a smaller $\delta$.

Q: You had to tune $t$ very finely. Is this a danger or a curiosity?

A: The theorem is about existence. It says that kinetic balance gives no guarantee, not that each kinetically balanced basis fails. By (1), a change of order $\delta$ in $t$ carries the level across the gap. Here the interval of $t$ that moves the target from $-c^2/2$ to $c^2/2$ is $2.8\times10^{-3}$ at $\delta=10^{-5}$ bohr and $2.8\times10^{-5}$ at $10^{-7}$ bohr.

Light atoms are not exempt. For $Z=1$, condition (2) is met with $s=10^{-6}$ and $t=188.6$, but that contraction is far more extreme.

The point nucleus matters as well. If the potential is bounded, a fixed shape contracted far enough has bounded diagonal elements and a coupling $cb/\delta$, so its two levels leave the gap as $\pm cb/\delta$. This removes the present mechanism for a fixed shape; it is not a proof for every sequence of bases. It bears directly on the example: the real $Z=80$ nucleus has an rms radius of about $10^{-4}$ bohr, so all the widths used above lie inside it. With a Gaussian nuclear charge of that size, the same tuned functions give no false level, and the lowest level above the negative branch is 15255.5 hartree at all four $\delta$. The false levels listed belong to the point-nucleus model, not to the real ion.

Q: What does atomic balance change?

A: It keeps the potential in the relation between the components. The lower row of $H\psi=E\psi$ gives $\chi=(E+c^2-V)^{-1}c\,\sigma\cdot p\,u$. Setting $E=c^2$ in the denominator leads to

$$L=c\,w^{-1}\sigma\cdot p,\qquad w=2c^2-V=2c^2+\frac Zr .$$

The factor $c$ does not alter the span. Near the nucleus $w\simeq Z/r$, so the lower function is proportional to $r\,\sigma\cdot p\,\varphi$. The factor $r$ suppresses the narrow concentration that caused the trouble.

Repeat the block calculation with $J=\int r|\sigma\cdot p\,\varphi|^2$ and $N=\|r\,\sigma\cdot p\,\varphi\|$. The coupling $b$ is replaced by $J/N$, and $d$ by $J/N^2$. The ratio that had to equal one for a level to stay finite is now

$$\frac{Z^2a\,(J/N^2)}{c^2(J/N)^2}=\frac{Z^2}{c^2}\,\frac{a}{J}\le\frac{Z^2}{c^2}<1 . \tag{7}$$

The first inequality is a Hardy inequality, $\int r|\sigma\cdot p\,\varphi|^2\ge\int|\varphi|^2/r$, which I derive below. The leading determinant is therefore negative, so one level goes to $+\infty$ and the other to $-\infty$. For the tuned function at $\delta=10^{-7}$ bohr the ratio is 0.171, under the bound 0.341, and the block levels are $-3.3\times10^9$ and $1.3\times10^9$ hartree.

Q: That excludes this family of functions. How do you exclude all others?

A: Suppose atomic-balance eigenvalues $\lambda_n$ tend to some $\lambda$ in the gap that is not in the spectrum. Let $\psi_n=(u_n,\chi_n)$ be the normalized eigenvectors, with $\chi_n=Lv_n$. For any fixed trial vector $\omega$, $\langle(H-\lambda_n)\omega,\psi_n\rangle=0$ once $n$ is large enough. A weak limit $\psi$ of a subsequence then satisfies $\langle(H-\lambda)\omega,\psi\rangle=0$ on a core. It would be an eigenvector at $\lambda$, so it must be zero. A spurious state has to slip away from every fixed function.

I now drop the index $n$. Define $\eta=Lu$ and $\zeta=\eta-\chi$, and note that $c\,\sigma\cdot p\,u=w\eta$. Since $V-c^2-\lambda=(c^2-\lambda)-w$, the lower row tested with any allowed $Ly$ reads

$$\langle Ly,\;w\zeta+(c^2-\lambda)\chi\rangle=0 . \tag{8}$$

The decisive choice is $y=u-v$, for which $Ly=\zeta$:

$$\langle\zeta,w\zeta\rangle=-(c^2-\lambda)\langle\zeta,\chi\rangle . \tag{9}$$

With kinetic balance, the mismatch $c\,w^{-1}\sigma\cdot p\,u-\chi$ is in general not in the lower trial space, so this step is unavailable. Because $w\ge2c^2$, $\|\zeta\|^2\le\langle\zeta,w\zeta\rangle/(2c^2)$. The Cauchy–Schwarz inequality applied to (9) then gives

$$\langle\zeta,w\zeta\rangle\le\frac{(c^2-\lambda)^2}{2c^2}\|\chi\|^2 . \tag{10}$$

The upper row tested with $u$ is

$$(c^2-\lambda)\|u\|^2+\langle u,Vu\rangle+\langle\eta,w\chi\rangle=0 .$$

Here $\langle\eta,w\chi\rangle=\langle\eta,w\eta\rangle-\langle\eta,w\zeta\rangle$. Equation (8) with $y=u$ gives $-\langle\eta,w\zeta\rangle=(c^2-\lambda)\langle\eta,\chi\rangle$. Writing $\eta=\chi+\zeta$ and using (9), this equals $(c^2-\lambda)\|\chi\|^2-\langle\zeta,w\zeta\rangle$. Therefore

$$(c^2-\lambda)(\|u\|^2+\|\chi\|^2)+q(u)-\langle\zeta,w\zeta\rangle=0, \tag{11}$$

$$q(u)=c^2\langle\sigma\cdot p\,u,\,w^{-1}\sigma\cdot p\,u\rangle+\langle u,Vu\rangle .$$

Insert (10), and use $(c^2-\lambda)-(c^2-\lambda)^2/(2c^2)=(c^4-\lambda^2)/(2c^2)$:

$$(c^2-\lambda)\|u\|^2+\frac{c^4-\lambda^2}{2c^2}\|\chi\|^2+q(u)\le0 . \tag{12}$$

Inside the gap both coefficients are positive, and $\|u\|^2+\|\chi\|^2=1$. So $q(u)$ must stay below a fixed negative number. It remains to show that an escaping sequence cannot do this.

Q: But the Coulomb energy in $q$ is negative and unbounded. What holds it up?

A: The weighted kinetic term does. For a real radial function $h$, expand

$$0\le\int w^{-1}\big|c\,\sigma\cdot\nabla u+w\,h\,\sigma\cdot\hat r\,u\big|^2 .$$

The cross term needs $\sigma\cdot\hat r\,\sigma\cdot\nabla=\partial_r-\sigma\cdot\ell/r$, where $\ell$ is the orbital angular momentum. Work in a sector where $k=1+\sigma\cdot\ell$ has a fixed value $\pm1,\pm2,\dots$; the sectors do not mix, because $w$ and $h$ are radial. Integrating $h\,\partial_r|u|^2/2$ by parts with the volume factor $r^2$ gives $-(h'+2h/r)|u|^2/2$. Together with the angular term $-h(k-1)|u|^2/r$,

$$c^2\!\int\! w^{-1}|\sigma\cdot p\,u|^2\ge\int\Big[c\,h'+\frac{2chk}{r}-wh^2\Big]|u|^2 . \tag{13}$$

I use this three times, each time with $h$ carrying the sign of $k$, so that $hk\ge|h|$.

First, the Hardy inequality. The same expansion holds with $w$ replaced by $Z/r$. Constant $|h|=c/Z$ gives $(c^2/Z)\int r|\sigma\cdot p\,u|^2\ge(2c^2/Z-c^2/Z)\int|u|^2/r$, which is the bound used in (7).

Second, $|h|=1$ in (13) gives

$$q(u)\ge2(c-Z)\langle u,r^{-1}u\rangle-2c^2\|u\|^2 . \tag{14}$$

Since $q(u)\le0$ by (12), $\langle u,r^{-1}u\rangle\le c^2/(c-Z)$. The weighted kinetic term equals $q(u)+Z\langle u,r^{-1}u\rangle$, so it is bounded too.

Third, $|h|=g=1/(1+cr)$, for which $c|g'|=c^2g^2$, gives

$$q(u)\ge\int F|u|^2,\qquad F=\frac{2cg-Z(1+g^2)}{r}-3c^2g^2 . \tag{15}$$

Near the nucleus the numerator tends to $2(c-Z)>0$. At large $r$, $F$ tends to zero. The negative part of $F$ is thus bounded and vanishes at infinity.

Now restore the sequence. In any shell $\epsilon<r<R$ the weight $w^{-1}$ is bounded below, so the gradients of $u_n$ are bounded after a smooth cutoff. Weak convergence to zero then becomes strong convergence there. Inside $r<\epsilon$, the norm squared is at most $\epsilon\langle u_n,r^{-1}u_n\rangle$, which is small uniformly in $n$. Hence $u_n\to0$ in every ball. Outside a large ball the negative part of $F$ is small. The lower limit of $q(u_n)$ is therefore at least zero, which contradicts (12). Atomic balance has no spurious level anywhere in the open gap.

Q: Does my original ion confirm that the lower functions are responsible?

A: Yes. With the same upper functions, including the tuned contraction, atomic balance gives a lowest level above $-c^2$ of 15255.6 hartree at all four values of $\delta$. The remaining 8.9 hartree is ordinary basis error, slightly larger than with the clean kinetic-balance background. In this basis, then, atomic balance gives safety, not a better ground level. A sweep of 42 contractions, with $t$ from 0 to 10, also leaves the gap clean.

A sharper test keeps the polluted kinetic-balance basis and adds a single lower function, $L\varphi_\delta$ from atomic balance. The lowest level above $-c^2$ returns to 15254.6 hartree. The contracted block shows why. It now has one upper and two lower vectors. On the lower pair $H\le-c^2$, since $V$ is negative, so the min–max principle puts two levels at or below $-c^2$. The highest level cannot lie below the upper level of the pair $\varphi_\delta,L\varphi_\delta$, which (7) sends to $+\infty$. No level is left for the gap.

Q: Could I just uncontract my basis instead?

A: It works in this example. With the two Gaussians as separate functions, each with its own kinetic-balance partner, the lowest level is again 15254.6 hartree. The fixed coefficient $t$ had tied the narrow lower function to the wide one, and uncontracting frees them. This is a numerical finding for this pair, not a theorem about all uncontracted sets. The proof above covers atomic balance, for the point-nucleus Coulomb potential in the stated range of $Z$. The numerical output gives the remaining digits.

## Computed values

```
speed of light c = 137.035999 a.u.; nuclear charge Z = 80
rest energy c^2 = 18778.865 hartree; Z/c = 0.58379
exact ground level = 15246.673 hartree = 414.883 keV
background: 8 Gaussians, exponents 50 to 819200 bohr^-2
background ground level, kinetic balance = 15254.621 hartree
background ground level, atomic balance = 15255.572 hartree
ad/b^2: single Gaussian = 0.56588, required (c/Z)^2 = 2.93420
width ratio s = 0.01; critical t = 2.161469
at delta = 1 bohr: a = 1.59787, b = 1.77205, d = 5.76638 bohr^-1
block level at critical t: limit formula 10629.724, delta=1e-6 bohr 10630.131 hartree
Z = 1 also meets the condition: s = 1e-6, t = 188.648
kinetic balance, target 0 hartree (mid-gap):
  delta = 1e-05 bohr: t = 2.1630333, false level = -851.412 hartree; atomic balance lowest = 15255.562 hartree
  delta = 1e-06 bohr: t = 2.1616255, false level = -102.458 hartree; atomic balance lowest = 15255.572 hartree
  delta = 1e-07 bohr: t = 2.1614849, false level = -10.424 hartree; atomic balance lowest = 15255.572 hartree
  delta = 1e-08 bohr: t = 2.1614709, false level = -1.044 hartree; atomic balance lowest = 15255.572 hartree
delta = 1e-7 bohr, target -9389.433 hartree: false level -9398.116 hartree
delta = 1e-7 bohr, target 9389.433 hartree: false level 9376.291 hartree
t interval sweeping half the gap, delta = 1e-05 bohr: 2.763e-03
t interval sweeping half the gap, delta = 1e-07 bohr: 2.758e-05
one atomic-balance lower function added: lowest level above -c^2 = 15254.621 hartree
two Gaussians uncontracted, kinetic balance: lowest level above -c^2 = 15254.621 hartree
atomic determinant ratio = 0.17055, upper bound (Z/c)^2 = 0.34081
atomic block levels, delta = 1e-7 bohr: -3.2589e+09, 1.2994e+09 hartree
atomic balance, 42 contractions with t = 0 to 10: lowest level above -c^2 = 15255.562 hartree
proof identity, largest relative defect = 5.9e-16
s1/2: smallest eigenvalue of q - F = 0.031183 hartree
p1/2: smallest eigenvalue of q - F = 0.033769 hartree
Hardy quotient minimum, 10 Gaussians = 1.10530
Hardy quotient minimum, 30 Gaussians = 1.01792
```
